# Quantum beats need two upper levels with a common lower level

## Definitions and conventions

An atom has levels $|j\rangle$ of energy $\hbar\omega_j$, and $\omega_{ij}=\omega_i-\omega_j$. In a **V system** two upper levels $a,b$ decay to one lower level $c$. In a **Λ system** one upper level $a$ decays to two lower levels $b,c$. The index $u$ runs over upper levels and $l$ over lower ones; different levels are orthogonal, $\langle l|l'\rangle=\delta_{ll'}$.

The light travels one way along $+z$, in modes of frequency $\omega_k$ with spacing $\Delta$ and linear polarization $p=x,y$. This model collects all the emitted light; other directions are treated near the end. With electric-dipole coupling in the rotating-wave approximation,

$$H=\sum_j\hbar\omega_j|j\rangle\langle j|+\sum_{kp}\hbar\omega_k a^\dagger_{kp}a_{kp}+\hbar\sqrt{\frac{\Delta}{2\pi}}\sum_{kp}\sum_{lu}\left[D_{lu,p}\,|l\rangle\langle u|\,a^\dagger_{kp}+\text{h.c.}\right].$$

The dipole matrix elements $\langle l|\mathbf d|u\rangle$ are taken to lie in the $xy$ plane, and the vector $\mathbf D_{lu}$ is parallel to $\langle l|\mathbf d|u\rangle$. It is taken independent of $k$ over the lines, and it is scaled so that $|\mathbf D_{lu}|^2$ is the decay rate from $u$ to $l$, as the derivation will show.

A detector at $z$ responds to the operator

$$b_p=\sqrt{\frac{\Delta}{2\pi}}\sum_k e^{i\omega_k z/c}a_{kp},$$

where $c$ in $z/c$ is the speed of light. For light in a narrow band around $\omega_0$ and a beam of area $A$, the positive-frequency electric field is $E_p^{(+)}=\sqrt{\hbar\omega_0/(2\varepsilon_0cA)}\,b_p$, up to a constant phase. The intensity $2\varepsilon_0c\langle E_p^{(-)}E_p^{(+)}\rangle$ is then $\hbar\omega_0\langle b_p^\dagger b_p\rangle/A$, so $\langle b_p^\dagger b_p\rangle$ is a photon flux, in photons per unit time. A quantum beat is an oscillation of this flux at a level splitting, on top of the decay.

## The belief and its appeal

The belief is this: if an atom is in a coherent superposition of three levels joined by two allowed transitions, its fluorescence must beat at the difference of the two transition frequencies.

The argument for it is respectable. The mean dipole moment contains one term for each pair of levels that is coherently populated and joined by a transition. Two transitions give two oscillating terms, at two nearby frequencies. A detector measures the square of a field, and the square of a sum of two oscillations contains their difference frequency. Nothing in this argument asks whether the nearby pair of levels lies at the top or at the bottom.

The weak point is the word "square". The detector measures the mean of the squared field, $\langle b^\dagger b\rangle$, whereas the argument computes the square of the mean field, $|\langle b\rangle|^2$. To see what the difference does, we need the state of atom and light together.

## The atom and its photon

Let the field start in the vacuum and the atom in any superposition of its three levels. At time $t$ the state has the form

$$|\Psi\rangle=\sum_u c_u|u,0\rangle+\sum_l s_l e^{-i\omega_l t}|l,0\rangle+\sum_{lkp}f_{lkp}|l,1_{kp}\rangle .$$

The lower levels without a photon evolve freely, because $H$ can raise a lower level only by absorbing a photon, and there is none. Projecting the Schrödinger equation on the other states gives

$$i\dot c_u=\omega_uc_u+\sqrt{\tfrac{\Delta}{2\pi}}\sum_{lkp}D^*_{lu,p}f_{lkp},\qquad
i\dot f_{lkp}=(\omega_l+\omega_k)f_{lkp}+\sqrt{\tfrac{\Delta}{2\pi}}\sum_uD_{lu,p}c_u .$$

The second equation, with $f_{lkp}(0)=0$, integrates to

$$f_{lkp}(t)=-i\sqrt{\tfrac{\Delta}{2\pi}}\sum_uD_{lu,p}\int_0^t e^{-i(\omega_l+\omega_k)(t-t')}c_u(t')\,dt'.$$

Insert this into the first equation. The sum over modes that appears is, for a broad band and small spacing,

$$\frac{\Delta}{2\pi}\sum_ke^{-i\omega_k(t-t')}\;\to\;\frac1{2\pi}\int e^{-i\omega(t-t')}d\omega=\delta(t-t').$$

The peak sits at the end of the integration range. For a band of centre $\omega_0$ and half-width $B$, placed symmetrically about the lines, the sum is $e^{-i\omega_0s}\sin(Bs)/(\pi s)$ with $s=t-t'$. It multiplies $e^{-i\omega_ls}c_u(t-s)$, which oscillates as $e^{i\omega_{ul}s}$ and cancels the carrier $e^{-i\omega_0s}$ up to the offset $\omega_{ul}-\omega_0$, small compared with $B$. What remains is the even, narrow peak $\sin(Bs)/(\pi s)$ of unit area, and only its half with $s>0$ counts. (An asymmetric band would add a frequency shift. For a single upper level, or for the orthogonal dipoles assumed below, it can be absorbed in $\omega_u$; otherwise it also couples the upper levels.) Hence

$$\dot c_u=-i\omega_uc_u-\frac12\sum_{u'}\Big(\sum_l\mathbf D^*_{lu}\cdot\mathbf D_{lu'}\Big)c_{u'} .$$

The term $u'=u$ gives the decay rate $\Gamma_u=\sum_l|\mathbf D_{lu}|^2$, which confirms the meaning of $\mathbf D_{lu}$. The terms $u'\neq u$ couple the two upper levels through their common decay. They vanish if the two dipoles of the V system are orthogonal, which I assume from here on. With equal rates $\Gamma$,

$$c_u(t)=c_u(0)\,e^{-i\omega_ut-\Gamma t/2}.$$

## What the detector adds before squaring

Apply $b_p$ to $|\Psi\rangle$. The parts without a photon give zero. The rest becomes $\sum_lF_{l,p}|l,0\rangle$, with

$$F_{l,p}=\sqrt{\tfrac{\Delta}{2\pi}}\sum_ke^{i\omega_kz/c}f_{lkp}(t)
=-i\sum_uD_{lu,p}\int_0^te^{-i\omega_l(t-t')}\,\delta\!\left(t-\tfrac zc-t'\right)c_u(t')\,dt'.$$

Now the peak lies inside the range, provided the retarded time $\tau=t-z/c$ is positive, and it counts in full. It sets $t'=\tau$ and $t-t'=z/c$:

$$F_{l,p}=-i\,e^{-i\omega_lz/c}\sum_uD_{lu,p}\,c_u(\tau).$$

A polarizer that passes the unit vector $\boldsymbol\epsilon$ selects the component $\boldsymbol\epsilon^*\cdot\mathbf F_l$. The flux behind it is the squared norm of $\sum_l(\boldsymbol\epsilon^*\cdot\mathbf F_l)|l,0\rangle$. Products of terms with $l\ne l'$ carry the factor $\langle l|l'\rangle=0$, so

$$G(\tau)=\sum_l\Big|\sum_u\boldsymbol\epsilon^*\cdot\mathbf D_{lu}\,c_u(\tau)\Big|^2 .$$

This formula decides the question. Amplitudes that start from different upper levels and end in the same lower level are added before squaring, so they can interfere. Amplitudes that end in different lower levels are squared first and added afterwards. The initial lower-level amplitudes $s_l$ do not appear at all.

## Two upper levels: the beat and its conditions

Give the two V transitions opposite circular dipoles,

$$\mathbf D_{ca}=\sqrt\Gamma\,\mathbf e_+,\qquad \mathbf D_{cb}=\sqrt\Gamma\,\mathbf e_-,\qquad \mathbf e_\pm=\frac{\hat{\mathbf x}\pm i\hat{\mathbf y}}{\sqrt2}.$$

They are orthogonal: $\mathbf e_+^*\cdot\mathbf e_-=\tfrac12(1+i^2)=0$. Let $c_a(0)=\sqrt{p_a}$ and $c_b(0)=\sqrt{p_b}\,e^{i\varphi}$. A polarizer along $x$ passes the component $1/\sqrt2$ of each dipole, and therefore

$$G_x=\frac\Gamma2e^{-\Gamma\tau}\left|\sqrt{p_a}\,e^{-i\omega_a\tau}+\sqrt{p_b}\,e^{i\varphi-i\omega_b\tau}\right|^2
=\frac\Gamma2e^{-\Gamma\tau}\left[p_a+p_b+2\sqrt{p_ap_b}\cos(\omega_{ab}\tau+\varphi)\right].$$

Define the visibility as (maximum − minimum)/(maximum + minimum) after the decay factor is divided out. Here it is $2\sqrt{p_ap_b}/(p_a+p_b)$. It equals 1 for equal upper populations and vanishes if one of them is empty. For $p_a=0.5$ and $p_b=0.2$ it is $2\sqrt{0.1}/0.7=0.904$. The lower level may be empty at the start. What matters is the coherence between $a$ and $b$: if $\varphi$ is spread evenly over the full circle from atom to atom, the cosine averages to zero.

A shared lower level is not sufficient either. Along $y$ the components of $\mathbf e_\pm$ are $\pm i/\sqrt2$. The relative sign reverses the interference term:

$$G_y=\frac\Gamma2e^{-\Gamma\tau}\left[p_a+p_b-2\sqrt{p_ap_b}\cos(\omega_{ab}\tau+\varphi)\right],\qquad G_x+G_y=\Gamma(p_a+p_b)e^{-\Gamma\tau}.$$

Without a polarizer the beat along $z$ is gone. The two upper levels emit photons of orthogonal polarization, and these label the level they came from. The linear polarizer removes the label.

The detector must also be fast. If it averages over a window $T$ short compared with the lifetime, the cosine is multiplied by

$$\frac1T\int_{-T/2}^{T/2}\cos(\omega_{ab}s)\,ds=\frac{\sin(\omega_{ab}T/2)}{\omega_{ab}T/2},$$

the sine part of the average being zero by symmetry. This factor tends to 1 for $\omega_{ab}T\ll1$ and vanishes when $T$ is one beat period. If that period is not short compared with the lifetime, the decay inside the window leaves a visibility $\Gamma/\sqrt{\Gamma^2+\omega_{ab}^2}$, which is 0.08 for two beats per lifetime. Finally, the number of beats within one lifetime is $\omega_{ab}/(2\pi\Gamma)$. If this is much less than 1, the light has faded before the first beat is complete.

## Two lower levels: no beat

Now turn the level diagram over and keep the same dipole directions. To keep the upper decay rate at $\Gamma$, share it equally between the branches:

$$\mathbf D_{ba}=\sqrt{\Gamma/2}\,\mathbf e_+,\qquad\mathbf D_{ca}=\sqrt{\Gamma/2}\,\mathbf e_- .$$

Behind the $x$ polarizer each branch has the component $\sqrt{\Gamma/2}\cdot1/\sqrt2=\sqrt\Gamma/2$. The two squares add:

$$G_x=\left(\frac\Gamma4+\frac\Gamma4\right)p_ae^{-\Gamma\tau}=\frac\Gamma2\,p_a\,e^{-\Gamma\tau}.$$

No other polarizer helps, since for every $\boldsymbol\epsilon$ the flux is $p_ae^{-\Gamma\tau}$ times the constant $|\boldsymbol\epsilon^*\cdot\mathbf D_{ba}|^2+|\boldsymbol\epsilon^*\cdot\mathbf D_{ca}|^2$. The polarizer erases the label on the photon, as it did for the V system, but a second label remains in the atom, which is left in $b$ or in $c$. Nobody has to read it. The orthogonality of the two final states is enough to remove the interference term.

## Where the classical argument goes wrong

The mean field can be computed from the same state. Since $b_x|\Psi\rangle$ contains the atom in a lower level and no photon, it overlaps with the part of $|\Psi\rangle$ that was in the lower levels from the start:

$$\langle b_x\rangle=\sum_l s_l^*e^{i\omega_lt}F_{l,x}=-i\,c_a(\tau)\sum_l s_l^*D_{la,x}\,e^{i\omega_l\tau}.$$

The last step uses $t-z/c=\tau$. Take all three initial populations equal to $1/3$, with $s_b=s_c=1/\sqrt3$. Then

$$|\langle b_x\rangle|^2=\frac{e^{-\Gamma\tau}}3\cdot\frac\Gamma4\cdot\frac13\left|e^{i\omega_b\tau}+e^{i\omega_c\tau}\right|^2=\frac\Gamma{18}\left(1+\cos\omega_{bc}\tau\right)e^{-\Gamma\tau}.$$

So the classical argument is right about the mean field, whose square does beat, with visibility 1. But the flux is $\langle b_x^\dagger b_x\rangle=(\Gamma/6)e^{-\Gamma\tau}$. The difference between the two is the flux carried by the fluctuations of the field:

$$\langle b_x^\dagger b_x\rangle-|\langle b_x\rangle|^2=\frac\Gamma{18}\left(2-\cos\omega_{bc}\tau\right)e^{-\Gamma\tau}.$$

It beats in the opposite sense, and the sum is smooth.

For the V system the same calculation gives $\langle b_x\rangle=s_c^*e^{i\omega_ct}F_{c,x}$, and hence $|\langle b_x\rangle|^2=p_cG_x$, where $p_c=|s_c|^2$. Here the square of the mean field has the correct time dependence and the wrong size. Success with the V system therefore gives no licence to use the argument for the Λ system. With $p_c=0$ the mean field of the V system is zero, and yet its flux beats.

## The two cases in numbers

Take a lifetime of 10 ns, so $\Gamma=0.100\ \text{ns}^{-1}$, and a splitting of 200 MHz in both systems. The angular splitting is $2\pi\times0.2=1.257$ rad/ns, the beat period is 5.00 ns, and two beats fit into one lifetime. As an energy the splitting is $0.827\ \mu\text{eV}$. All three initial populations are $1/3$, with equal phases.

The fluxes below were obtained by propagating the Schrödinger equation numerically for the atom and a finite set of modes, 800 for each polarization. The detected field was then summed from the mode amplitudes, with a weight that is flat over the lines and falls smoothly to zero at the band edges. The finite band can move the last digit: the V entry at 5.0 ns is 0.04046 here, while the broad-band formula gives 0.04044. Both systems are seen through the $x$ polarizer, and fluxes are in photons per ns.

| $\tau$ (ns) | V | Λ | Λ, mean field squared |
|---|---|---|---|
| 2.5 | 0.0000 | 0.0130 | 0.0000 |
| 5.0 | 0.0405 | 0.0101 | 0.0067 |
| 7.5 | 0.0000 | 0.0079 | 0.0000 |
| 10.0 | 0.0245 | 0.0061 | 0.0041 |

At 2.5 ns, half a beat period, the cosine is $-1$. The V flux behind the polarizer is zero, although the atom is still emitting: without the polarizer the flux is 0.052, all of it polarized along $y$. The classical argument predicts darkness for the Λ system too. The Λ flux is in fact $(0.100/6)\,e^{-0.25}=0.0130$.

At 5 ns the cosine is $+1$. The V flux is $(0.100/3)\times2\times e^{-0.5}=0.040$, and the Λ flux is $(0.100/6)\,e^{-0.5}=0.0101$. Of the latter, the mean field accounts for 0.0067, or two thirds, and the fluctuations for the remaining 0.0034. From 2.5 to 10 ns the Λ column falls steadily, while the V column alternates: dark, bright, dark, bright.

## Recovering the hidden oscillation

If the record in the atom is what removes the beat, a measurement that makes this record unreadable should bring it back. After a photon is detected at time $t$, the Λ atom is left in $\sum_lF_{l,x}|l\rangle$ and evolves freely. At a later fixed time $t_r$ its amplitudes are

$$A_l=F_{l,x}\,e^{-i\omega_l(t_r-t)}=-i\frac{\sqrt\Gamma}2\,c_a(\tau)\,e^{-i\omega_l(t_r-\tau)},$$

because the travel phase $e^{-i\omega_lz/c}$ combines with the free evolution and $t-z/c=\tau$. Now measure the atom in the basis $(|b\rangle\pm|c\rangle)/\sqrt2$, which does not tell $b$ from $c$. The rate of photon detections followed by the result $\pm$ is

$$G_\pm=\frac12|A_b\pm A_c|^2=\frac\Gamma4\,p_ae^{-\Gamma\tau}\left[1\pm\cos\omega_{bc}(t_r-\tau)\right].$$

Each sorted record beats with visibility 1, and their sum is again $(\Gamma/2)p_ae^{-\Gamma\tau}$. In the example, with $t_r=30$ ns, the "plus" record has a flux of 0.0101 at $\tau=5$ ns and the "minus" record has none. At 2.5 ns the "minus" record has 0.0130 and the "plus" record none. The unsorted photon record shows no beat; it appears only when the detections are sorted by the result of the atomic measurement. Because $t_r$ is fixed, the arrival time and this result are correlated: here a photon at $\tau=5$ ns always goes with "plus", and one at 2.5 ns always with "minus".

The oscillation reflects the phase that the lower pair accumulates between emission and readout. If the atom were read at a fixed delay after each emission, $t_r-\tau$ would be constant and the sorted records would not beat either.

## Other directions of emission

In free space the V system can beat without a polarizer, if it is viewed from the side. For equal upper amplitudes with $\varphi=0$, and with the common phase and decay removed, the source of the field is the vector

$$\mathbf v=\mathbf e_+e^{-i\omega_{ab}\tau/2}+\mathbf e_-e^{i\omega_{ab}\tau/2}
=\sqrt2\left[\hat{\mathbf x}\cos\frac{\omega_{ab}\tau}2+\hat{\mathbf y}\sin\frac{\omega_{ab}\tau}2\right].$$

This is a linear dipole whose axis turns in the $xy$ plane at the angular rate $\omega_{ab}/2$. The far field in a direction $\mathbf n$ comes from the part of $\mathbf v$ perpendicular to $\mathbf n$. For $\mathbf n=(\sin\theta,0,\cos\theta)$ the flux is proportional to

$$|\mathbf v|^2-|\mathbf n\cdot\mathbf v|^2=2-2\sin^2\theta\cos^2\frac{\omega_{ab}\tau}2 .$$

It varies between $2$ and $2-2\sin^2\theta=2\cos^2\theta$, so the visibility is

$$\frac{2-2\cos^2\theta}{2+2\cos^2\theta}=\frac{\sin^2\theta}{1+\cos^2\theta}.$$

This is 0 along $z$, $0.75/1.25=0.6$ at $60^\circ$, and 1 at $90^\circ$, where the turning dipole points at the observer once per beat period and then sends no light there. Averaged over all directions, $|\mathbf n\cdot\mathbf v|^2$ is $|\mathbf v|^2/3$, which is constant. The total emission has no beat, in accord with the smooth decay of the upper population for orthogonal dipoles.

For the Λ system a change of direction alters the two constant weights in the flux and nothing else. For a single atom with the orthogonal dipoles assumed here, a beat thus needs coherence between two upper levels that decay to a common lower level, prepared at the start, and photon polarizations that are not orthogonal at the detector. With non-orthogonal dipoles the common decay can also create some coherence, and it makes the upper populations themselves oscillate, so a weak beat can remain even when the polarizations at the detector are orthogonal. For dipoles along $\hat{\mathbf x}+\hat{\mathbf z}$ and $\hat{\mathbf y}+\hat{\mathbf z}$, with equal rates and equal upper populations, viewed along $z$, its visibility is $\Gamma/(2\omega_{ab})=0.04$ for the rate and splitting used above. The two photon frequencies may differ, provided the detector is fast enough to follow the beat.

Many atoms prepared with the same phases are a different case. If $N$ independent atoms send fields that add in phase at the detector, and their influence on each other's decay is neglected, the flux is $N\langle b^\dagger b\rangle+N(N-1)|\langle b\rangle|^2$, with the means taken for one atom. The second term contains the square of the mean field, so behind the $x$ polarizer the Λ atoms described above can then beat as well, if both lower levels are populated from the start in a coherent superposition with the upper one. Without a polarizer this beat is absent along $z$, because the two terms of the mean field have orthogonal polarizations.
